The AB spectrum of two coupled nuclear spins

**The problem**

Two spin-1/2 nuclei A and B of the same isotope, with positive gyromagnetic ratio, belong to one molecule in an isotropic liquid. They are coupled to each other and to no other spin. In a static field along z, with energies divided by Planck's constant h and given in Hz, the Hamiltonian is

H = −ν_A I_Az − ν_B I_Bz + J **I**_A·**I**_B

The spin operators are dimensionless. The frequencies ν_A ≥ ν_B include the nuclear shielding, and the coupling J may have either sign. Write

δ = ν_A − ν_B,  ν_c = (ν_A + ν_B)/2

and take δ and J not both zero. The coupling is not assumed small compared with δ, but both are tiny compared with ν_c.

(a) Find the energies and eigenstates.

(b) Find the positions and intensities of the lines.

(c) Given the line positions, recover |J| and δ. Can δ be read from the midpoints or the centroids of the two doublets?

(d) Examine |J| ≪ δ and δ ≪ |J|.

(e) What does the spectrum reveal about J when δ = 0, and why?

(f) Evaluate the results for ν_c = 400 MHz, δ = 24 Hz and J = 10 Hz. These are round model parameters.

**Hints**

1. Use the products αα, αβ, βα, ββ, with the state of A written first. H conserves the total z component of spin, so only two of these states can mix.

2. A real symmetric 2×2 matrix with zero trace is fixed by a length and an angle. Call the angle 2θ.

3. A pulse and a receiver that treat both nuclei alike involve only the total spin **F** = **I**_A + **I**_B. Add the amplitudes for flipping A and flipping B before squaring.

4. In (c), look for differences of line positions that contain one unknown, then for a product that gives δ².

5. In (e), express **I**_A·**I**_B through F².

**Solution**

**(a) Energies and states**

Write the coupling with raising and lowering operators:

**I**_A·**I**_B = I_Az I_Bz + ½(I_A₊ I_B₋ + I_A₋ I_B₊)

In αα both z components are +1/2. The bracket gives zero, because each of its terms tries to raise a spin that is already up. The state ββ is treated in the same way, so both are eigenstates:

E(αα) = −ν_c + J/4,  E(ββ) = +ν_c + J/4

In αβ the Zeeman energy is −ν_A/2 + ν_B/2 = −δ/2, and in βα it is +δ/2. The product I_Az I_Bz contributes −J/4 to both. The bracket turns αβ into βα and back, with matrix element J/2. In the order αβ, βα the block is therefore

−J/4 + ½ [[−δ, J], [J, δ]]

Define

D = √(δ² + J²),  cos 2θ = δ/D,  sin 2θ = J/D

Since δ ≥ 0, θ lies between −45° and +45°. The second part of the block becomes

(D/2) [[−cos 2θ, sin 2θ], [sin 2θ, cos 2θ]]

Apply the bracketed matrix to the column (cos θ, −sin θ):

first entry: −cos 2θ cos θ − sin 2θ sin θ = −cos θ
second entry: sin 2θ cos θ − cos 2θ sin θ = sin θ

The result is minus the original column, so the eigenvalue of the second part is −D/2. For the orthogonal column (sin θ, cos θ):

first entry: −cos 2θ sin θ + sin 2θ cos θ = sin θ
second entry: sin 2θ sin θ + cos 2θ cos θ = cos θ

This column is reproduced, with eigenvalue +D/2. Hence

|2⟩ = cos θ αβ − sin θ βα,  E₂ = −J/4 − D/2
|3⟩ = sin θ αβ + cos θ βα,  E₃ = −J/4 + D/2

For small θ, each state is nearly a product in which one nucleus is up and the other down. At |θ| = 45° both nuclei take part equally.

**(b) Lines and intensities**

First we need to know what the receiver measures. At high temperature, hν_c ≪ kT, the part of the equilibrium density matrix that can give a signal is proportional to F_z. The differences due to δ and J are neglected beside ν_c. A short pulse turns F_z into F_x, and the signal, up to a constant factor, is

s(t) = Tr[F₊ e^(−2πiHt) F_x e^(2πiHt)]

Insert F_x = (F₊ + F₋)/2. The F₊ part contributes nothing: two raising operators increase the total z component by 2, H does not change it, and so no diagonal element is left for the trace. Evaluating the rest in eigenstates gives

s(t) = ½ Σ |⟨f|F₋|i⟩|² e^(−2πi(E_f − E_i)t)

Each line thus has frequency E_f − E_i and intensity |⟨f|F₋|i⟩|². Relaxation is left out, so the lines have no width here.

F₋ lowers one spin, which allows four transitions. Their frequencies are

αα → 2: (−J/4 − D/2) − (−ν_c + J/4) = ν_c − (D + J)/2
αα → 3: (−J/4 + D/2) − (−ν_c + J/4) = ν_c + (D − J)/2
2 → ββ: (ν_c + J/4) − (−J/4 − D/2) = ν_c + (D + J)/2
3 → ββ: (ν_c + J/4) − (−J/4 + D/2) = ν_c − (D − J)/2

For the amplitudes, note that F₋ αα = βα + αβ, and that F₋ turns both αβ and βα into ββ. Therefore

⟨2|F₋|αα⟩ = ⟨ββ|F₋|2⟩ = cos θ − sin θ
⟨3|F₋|αα⟩ = ⟨ββ|F₋|3⟩ = cos θ + sin θ

Squaring, with cos²θ + sin²θ = 1 and 2 sin θ cos θ = sin 2θ, gives

(cos θ ∓ sin θ)² = 1 ∓ sin 2θ = 1 ∓ J/D

For J > 0 the transitions through state 2 are the outer lines, and they are the weak ones. For J < 0 the transitions through state 3 are the outer lines, and their intensity 1 + J/D is again the smaller one. With j = |J|, both cases read

outer lines: ν_c ± (D + j)/2, intensity 1 − j/D each
inner lines: ν_c ± (D − j)/2, intensity 1 + j/D each

The total is 4, and the spectrum does not reveal the sign of J.

The two doublets lean towards each other like the sides of a roof. The cause is interference. A mixed state can be reached by flipping A or by flipping B, and the two amplitudes subtract in the outer lines and add in the inner ones.

**(c) From the spectrum back to the parameters**

Number the lines from high to low frequency, ν₁ > ν₂ > ν₃ > ν₄. Then

ν₁ − ν₂ = (D + j)/2 − (D − j)/2 = j
ν₁ − ν₃ = (D + j)/2 + (D − j)/2 = D

The full width is ν₁ − ν₄ = D + j, and the inner gap is ν₂ − ν₃ = D − j. Their product is D² − j² = δ², so

δ = √[(ν₁ − ν₄)(ν₂ − ν₃)]

The intensities provide an independent check on the assignment:

I_inner/I_outer = (D + j)/(D − j) = (ν₁ − ν₄)/(ν₂ − ν₃)

Now consider the two shortcuts. The midpoint of the upper doublet lies at

½[(D + j)/2 + (D − j)/2] = D/2

above ν_c. The true offset of ν_A is δ/2, so for J ≠ 0 the midpoint lies too far out. The intensity-weighted centroid of the same doublet, whose total intensity is 2, lies at

½[(1 − j/D)(D + j)/2 + (1 + j/D)(D − j)/2]
= [(D − j)(D + j) + (D + j)(D − j)]/(4D)
= δ²/(2D)

For J ≠ 0 and δ ≠ 0 we have 0 < δ < D, so δ²/(2D) < δ/2 and the centroid lies too far in. The product of the two readings is (D/2)·δ²/(2D) = δ²/4, so the true offset δ/2 is their geometric mean.

The whole spectrum has a simpler property. Its intensity-weighted mean square distance from ν_c is

¼·2·[(1 − j/D)(D + j)²/4 + (1 + j/D)(D − j)²/4]
= (D − j)(D + j)[(D + j) + (D − j)]/(8D)
= (D² − j²)/4 = δ²/4

The coupling moves the lines and changes their intensities, but these two effects cancel in the second moment.

**(d) The two limits**

For j ≪ δ, expand the root:

D ≈ δ + J²/(2δ)

The spectrum is then two doublets of splitting j. Their midpoints are displaced outwards by J²/(4δ), and their intensities are 1 ∓ j/δ. The intensity tilt is of first order in j/δ. The displacement, relative to δ, is of second order. The roof is therefore the more sensitive sign that first-order rules are failing.

For δ ≪ j, the expansion is

D ≈ j + δ²/(2j)

The inner gap is D − j ≈ δ²/(2j), and the outer intensity is (D − j)/D ≈ δ²/(2J²). The inner lines merge while the outer ones, near ν_c ± j, fade. Two equal Lorentzian lines show a single maximum once their full width at half height exceeds √3 times their separation. If this holds for the inner lines and the outer ones are lost in noise, the spectrum looks like a single line even though the nuclei still have different shifts.

At fixed J = 10 Hz the pattern changes as follows, with positions measured from ν_c:

δ = 100 Hz: outer ±55.25 Hz, inner ±45.25 Hz, intensities 0.90 and 1.10
δ = 10 Hz: outer ±12.07 Hz, inner ±2.07 Hz, intensities 0.29 and 1.71
δ = 1 Hz: outer ±10.02 Hz, inner ±0.025 Hz, intensities 0.005 and 1.995

In the first row the midpoint is at 50.25 Hz, displaced by 0.25 Hz, as J²/(4δ) = 100/400 predicts. In the last row the gap is 0.05 Hz and the outer intensity 0.005, in agreement with 1/20 and 1/200.

**(e) Equivalent nuclei**

At δ = 0 we have D = j. Both inner lines lie at ν_c with intensity 2 each, and the outer intensities vanish. One line of total intensity 4 remains, and its position does not contain J.

The coupling has not vanished from the molecule. The two middle states are now

S = (αβ − βα)/√2,  energy −3J/4
T₀ = (αβ + βα)/√2,  energy +J/4

For J = 10 Hz the singlet S lies 10 Hz below T₀, and for negative J it lies above. However, S has total spin zero, so F₋ gives zero acting on it and cannot lead to it. The allowed transitions connect the three triplet states αα, T₀ and ββ. All three contain the same coupling energy J/4, which cancels in every allowed difference.

The same result follows without eigenstates. From F² = I_A² + I_B² + 2 **I**_A·**I**_B, with I_A² = I_B² = 3/4,

**I**_A·**I**_B = ½(F² − 3/2)

F² commutes with every component of **F**, so the coupling commutes with F_z, F_x and F₋. At δ = 0 the Hamiltonian is −ν_c F_z + J **I**_A·**I**_B. The exponential e^(−2πiHt) then factorizes, and the factor containing J passes through F_x and cancels its inverse. The Zeeman factor multiplies F₋ by e^(−2πiν_c t), which leaves

s(t) = ½ Tr(F₊F₋) e^(−2πiν_c t) = 2 e^(−2πiν_c t)

Here Tr(F₊F₋) = 4 is the total intensity found in (b). Direct propagation of the density matrix for four values of J between −35 and 200 Hz, at three times, agrees with this expression to about 2 × 10⁻¹⁴, the level of rounding.

For δ ≠ 0 the Hamiltonian also contains −(δ/2)(I_Az − I_Bz). This term does not commute with **I**_A·**I**_B. It mixes S with T₀ and so makes J visible.

The coupling also commutes with F₊, so it is enough that either the excitation or the detection acts through **F** alone. J can enter the signal only if both steps treat the two nuclei differently. The argument also relies on the pair being isolated, a condition examined in Variation 2.

**(f) Numbers**

The shift difference is 24/400 = 0.060 ppm, and J/δ = 0.417. Then

D = √(24² + 10²) = √676 = 26 Hz
θ = ½ arctan(10/24) = 11.3°
E₂ = −2.5 − 13 = −15.5 Hz,  E₃ = −2.5 + 13 = 10.5 Hz

The outer lines lie at ±(26 + 10)/2 = ±18 Hz, which is ±0.045 ppm from the centre. The inner lines lie at ±(26 − 10)/2 = ±8 Hz, or ±0.020 ppm. The intensities are

outer: 1 − 10/26 = 0.615
inner: 1 + 10/26 = 1.385

Going backwards, 18 − 8 = 10 Hz gives |J|. The width of 36 Hz and the gap of 16 Hz give δ = √(36·16) = 24 Hz. The intensity ratio 1.385/0.615 = 2.25 equals 36/16, as it should.

The distance between the doublet midpoints is 26 Hz, and that between the centroids is 576/26 = 22.15 Hz. Taken as δ, these are 8% too large and 8% too small, relative to the true 24 Hz. The second moment is 24²/4 = 144 Hz².

The high-temperature assumption can also be checked. At 298 K, hν_c/(kT) = 6.4 × 10⁻⁵. For weak excitation, each line is weighted with its actual Boltzmann population difference. If the total is kept at 4, the intensities then change by at most about 3.2 × 10⁻⁵ of their values. After the 90° pulse assumed in (b) the change is smaller still. The roof effect is therefore not a population effect.

The numerical output below lists these values and further rows of the series in (d).

**Variation 1: a false quartet**

Four equally spaced lines with intensities 1:3:3:1 are the first-order pattern of a nucleus coupled equally to three equivalent spin-1/2 nuclei. Can an AB pair produce the same pattern?

The successive spacings of the AB lines are j, D − j and j. They are equal if D = 2j, which requires

δ² = D² − j² = 3j²,  δ = √3 j

The intensities are then 1 ∓ ½, that is 0.5, 1.5, 1.5, 0.5, in the ratio 1:3:3:1. For J = 10 Hz this happens at δ = 17.32 Hz, with lines at ±5 and ±15 Hz. The positions and relative intensities of these four lines alone cannot decide between the two explanations.

A second magnetic field can. The shift difference in Hz is proportional to the field, while J is independent of it. Doubling the field gives δ = 2√3 j and D = √(12 + 1) j = √13 j. The middle spacing becomes (√13 − 1) j ≈ 2.6 j, while the outer spacings remain j. A first-order quartet would keep three equal spacings.

**Variation 2: equal shifts, but a third nucleus**

Let A and B have the same frequency ν_c, and let both be coupled to a spin-1/2 nucleus X of another isotope. Take ν_c = 400 MHz, ν_X = 100 MHz, J = 10 Hz, J_AX = 58 Hz and J_BX = 10 Hz. Does J still disappear?

The X frequency is 300 MHz away, so the terms that exchange spin between X and A or B shift the lines only in second order, by no more than about J_AX²/(4·300 MHz) ≈ 3 × 10⁻⁶ Hz, which is the displacement J²/(4δ) of part (d) applied to the pair A, X. Without them, the z component m = ±1/2 of X is conserved, and the pair has the effective frequencies

ν_A(eff) = ν_c − m J_AX,  ν_B(eff) = ν_c − m J_BX

Each state of X therefore produces its own AB spectrum, with

δ_eff = |J_AX − J_BX|/2 = (58 − 10)/2 = 24 Hz
centre = ν_c ∓ (J_AX + J_BX)/4 = ν_c ∓ 17 Hz

This δ_eff equals the δ of part (f), so each subspectrum has lines at ±18 and ±8 Hz from its own centre:

around −17 Hz: −35, −25, −9, +1 Hz
around +17 Hz: −1, +9, +25, +35 Hz

Diagonalizing the three-spin Hamiltonian with its full couplings gives these eight lines, with intensities 0.615 and 1.385 as before. The coupling J is visible although the shifts of A and B are equal.

If J_AX = J_BX, then δ_eff = 0 and J is hidden again. With both couplings set to 50 Hz, the three-spin calculation gives lines at ±25 Hz for J = 10 Hz and for J = 30 Hz alike. In the presence of further spins, equal shifts are thus not sufficient to hide J. It is hidden if A and B also couple equally to each of the other nuclei.

Values computed for the example and the checks

```
WORKED EXAMPLE (positions relative to the centre)
centre frequency = 400 MHz, delta = 24.0 Hz, J = 10.0 Hz
delta in ppm = 0.060 ppm, J/delta = 0.4167
D = 26.000 Hz
mixing angle theta = 11.310 degrees
middle energies E2/h, E3/h = -15.500, 10.500 Hz
line  +18.000 Hz (+0.0450 ppm)  intensity 0.6154
line   +8.000 Hz (+0.0200 ppm)  intensity 1.3846
line   -8.000 Hz (-0.0200 ppm)  intensity 1.3846
line  -18.000 Hz (-0.0450 ppm)  intensity 0.6154
inner/outer intensity ratio = 2.2500
recovered |J| = 10.000 Hz, D = 26.000 Hz
total width, inner gap = 36.000, 16.000 Hz
recovered delta = 24.000 Hz
delta misread from doublet midpoints = 26.000 Hz
delta misread from doublet centroids = 22.154 Hz
second moment = 144.000 Hz^2
h nu/(kT) at 298 K = 6.44e-05
largest relative thermal intensity error = 3.22e-05
FROM WEAK COUPLING TO EQUIVALENCE, J = 10 Hz
J/delta  delta/Hz  outer+-/Hz  inner+-/Hz  I_outer  I_inner
 0.1000   100.000     55.2494     45.2494   0.9005   1.0995
 0.5000    20.000     16.1803      6.1803   0.5528   1.4472
 0.5774    17.321     15.0000      5.0000   0.5000   1.5000
 1.0000    10.000     12.0711      2.0711   0.2929   1.7071
 2.0000     5.000     10.5902      0.5902   0.1056   1.8944
10.0000     1.000     10.0249      0.0249   0.0050   1.9950
    inf     0.000     10.0000      0.0000   0.0000   2.0000
EQUIVALENT PAIR, J = 10 Hz
triplet(0) minus singlet energy = 10.000 Hz
total intensity at the centre = 4.0000
largest change of signal for J from -35 to 200 Hz = 2e-14
EQUAL SHIFTS, UNEQUAL COUPLINGS TO A THIRD NUCLEUS X
X frequency = 100 MHz, J_AX = 58.0 Hz, J_BX = 10.0 Hz
effective delta = 24.000 Hz, subspectrum centres +-17.000 Hz
lines / Hz: -35.00 -25.00 -9.00 -1.00 +1.00 +9.00 +25.00 +35.00
intensities: 0.615 1.385 1.385 0.615 0.615 1.385 1.385 0.615
```
